# Spontaneous Rate of the Hydrogen 21 cm Hyperfine Transition

## Problem

A hydrogen atom is at rest in vacuum. Its electron is in the 1s orbital, and the electron and proton spins are coupled to total spin $F=1$. The atom can emit one photon and drop to the level $F=0$ of the same orbital. This is the 21 cm line.

(a) Find the energy difference of the two levels and the frequency of the photon.

(b) Show that the photon is emitted through the magnetic dipole moment, and find the matrix element of the electron's moment between the two levels.

(c) Derive the spontaneous emission rate and evaluate it. What is the mean lifetime of the upper level?

SI units are used. The spin operators $\mathbf S$ (electron) and $\mathbf I$ (proton) are dimensionless, with components $\pm\tfrac12$. The magnetic moments are

$$\boldsymbol\mu_e=-g\mu_B\mathbf S,\qquad \boldsymbol\mu_p=+g_p\mu_N\mathbf I ,$$

where $g$ is the positive magnitude of the electron g factor. The minus sign records the electron's negative charge. The constants needed are

- $g=2.002319$, $\mu_B=9.27401\times10^{-24}$ J/T
- $g_p=5.585695$, $\mu_N=5.050784\times10^{-27}$ J/T
- $a_0=5.291772\times10^{-11}$ m, $m_e/m_p=5.44617\times10^{-4}$
- $\mu_0=1.256637\times10^{-6}$ N/A², $\hbar=1.054572\times10^{-34}$ J s, $c=2.997925\times10^{8}$ m/s

## Hints

1. For (a), treat the 1s electron as a spherical cloud of magnetization. Its current is the curl of the magnetization. Find the field of this current at the centre, where the proton sits.

2. The operator $\mathbf S\cdot\mathbf I$ follows from the square of $\mathbf F=\mathbf S+\mathbf I$.

3. For (b), ask how much angular momentum the photon must carry away, and whether the parity of the atom changes. Then let $\mathbf S$ act on the three states with $F=1$, written as products of spin-up and spin-down states.

4. For (c), find the magnetic field amplitude of one photon in a box from its energy. Use the golden rule, sum over the two polarizations, and integrate over directions. The box volume must cancel.

## Full solution

### (a) Splitting and frequency

**The field at the proton.** Let $\rho(r)=|\psi(r)|^2$ be the electron density. The cloud has magnetization $\boldsymbol\mu_e\rho(r)$, and therefore the current density

$$\mathbf J=\nabla\times(\boldsymbol\mu_e\rho)=\nabla\rho\times\boldsymbol\mu_e=\rho'(r)\,\hat{\mathbf r}\times\boldsymbol\mu_e .$$

The s orbital carries no orbital current. In the Biot-Savart law, the vector from a source at $\mathbf r$ to the origin is $-\mathbf r$, so

$$\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\hat{\mathbf r})}{r^2}\,d^3r
=-\frac{\mu_0}{4\pi}\int\frac{\rho'(r)}{r^2}\,(\hat{\mathbf r}\times\boldsymbol\mu_e)\times\hat{\mathbf r}\;d^3r .$$

The double product is $(\hat{\mathbf r}\times\boldsymbol\mu_e)\times\hat{\mathbf r}=\boldsymbol\mu_e-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)$. Averaged over directions, the second term is $\boldsymbol\mu_e/3$, so the integral over solid angle is $4\pi(1-\tfrac13)\boldsymbol\mu_e=\tfrac{8\pi}{3}\boldsymbol\mu_e$. The factor $r^2$ in $d^3r=r^2dr\,d\Omega$ cancels the $1/r^2$, which leaves

$$\mathbf B(0)=-\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}\,\boldsymbol\mu_e\int_0^\infty\rho'(r)\,dr=\frac{2}{3}\mu_0\,\rho(0)\,\boldsymbol\mu_e ,$$

because the last integral is $\rho(\infty)-\rho(0)=-\rho(0)$. Only the density at the proton matters.

**The spin energy.** The proton's energy in this field is

$$H=-\boldsymbol\mu_p\cdot\mathbf B(0)=-\tfrac23\mu_0\rho(0)\,(g_p\mu_N\mathbf I)\cdot(-g\mu_B\mathbf S)=W\,\mathbf S\cdot\mathbf I,$$

$$W=\tfrac23\,\mu_0\,g\mu_B\,g_p\mu_N\,\rho(0)>0 .$$

This is first-order perturbation theory: the orbital is taken as unchanged by the spins. From $\mathbf F^2=\mathbf S^2+\mathbf I^2+2\,\mathbf S\cdot\mathbf I$, with $\mathbf S^2=\mathbf I^2=\tfrac34$,

$$\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-\tfrac32\right]=\begin{cases}+\tfrac14 & F=1\\ -\tfrac34 & F=0.\end{cases}$$

The level $F=1$ lies higher, and the difference is $W(\tfrac14+\tfrac34)=W$. The photon has $\hbar\omega=W$.

**The density at the proton.** The 1s function of the relative motion is $\psi=e^{-r/a}/\sqrt{\pi a^3}$. It satisfies

$$\psi''+\frac2r\psi'=\left(\frac1{a^2}-\frac{2}{ar}\right)\psi .$$

Multiplied by $-\hbar^2/2m_r$, where $m_r$ is the reduced mass, the $1/r$ term becomes $+\hbar^2/(m_r a r)$. It cancels the Coulomb energy $-e^2/(4\pi\varepsilon_0r)$ if $a=4\pi\varepsilon_0\hbar^2/(m_re^2)$. This length is inversely proportional to the mass, and $m_e/m_r=1+m_e/m_p$, so

$$a=a_0\left(1+\frac{m_e}{m_p}\right)=5.294654\times10^{-11}\ \text{m}.$$

The normalization holds because $\int_0^\infty 4\pi r^2e^{-2r/a}dr=4\pi\cdot2(a/2)^3=\pi a^3$. Hence

$$\rho(0)=\frac1{\pi a^3}=2.1446\times10^{30}\ \text{m}^{-3}.$$

**Numbers.** In SI units,

$$W=\tfrac23(1.256637\times10^{-6})(2.002319)(9.27401\times10^{-24})(5.585695)(5.050784\times10^{-27})(2.1446\times10^{30}),$$

which is $9.412\times10^{-25}$ J. Then

$$\omega=\frac W\hbar=8.925\times10^{9}\ \text{rad/s},\qquad \nu=\frac{\omega}{2\pi}=1.420\times10^{9}\ \text{Hz},$$

and the wavelength is $c/\nu=21.1$ cm, as the name of the line says.

The model treats the electron's motion as nonrelativistic and the proton as a point. Beyond the value of $g$, it also leaves out radiative corrections. These effects are not calculated here. Their net size can be read from experiment: the model gives 1420.49 MHz and the measured frequency is 1420.41 MHz, a relative difference of about $6\times10^{-5}$. Since the rate will turn out to be proportional to $\omega^3$, a small relative error in $\omega$ enters the rate three times over.

### (b) The type of transition and its moment

**Why magnetic dipole.** The final atomic state has $F=0$, so the photon must carry away the whole angular momentum of the initial state, which is one unit. One unit means dipole radiation, electric or magnetic. The electric dipole operator is odd under inversion, whereas both levels contain the same even 1s orbital:

$$\langle 1s|\mathbf r|1s\rangle=\int\mathbf r\,|\psi(r)|^2d^3r=0 .$$

The magnetic moment is even under inversion and is allowed. Its orbital part gives nothing, since the orbital angular momentum operator acting on an s function gives zero. The spin part remains.

The field may be taken as uniform over the atom if $\omega a/c\ll1$. Here

$$\frac{\omega a}{c}=\frac{(8.925\times10^{9})(5.295\times10^{-11})}{2.998\times10^{8}}\approx1.6\times10^{-9}.$$

**The matrix element.** Write the electron's arrow first. The spin states are

$$|1,1\rangle=|\!\uparrow\uparrow\rangle,\quad |1,-1\rangle=|\!\downarrow\downarrow\rangle,\quad |1,0\rangle=\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2},\quad |0,0\rangle=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2}.$$

For $M=0$, the operator $S_z$ multiplies the first term by $+\tfrac12$ and the second by $-\tfrac12$. Thus $S_z|1,0\rangle=\tfrac12|0,0\rangle$. The operators $S_x$ and $S_y$ flip the electron spin and lead to $|\!\uparrow\uparrow\rangle$ and $|\!\downarrow\downarrow\rangle$, which are orthogonal to $|0,0\rangle$. So

$$\langle0,0|\mathbf S|1,0\rangle=\left(0,0,\tfrac12\right).$$

For $M=\pm1$, use $S_x=\tfrac12(S_++S_-)$ and $S_y=\tfrac1{2i}(S_+-S_-)$. On $|\!\uparrow\uparrow\rangle$, $S_+$ gives zero and $S_-$ gives $|\!\downarrow\uparrow\rangle$, whose overlap with $|0,0\rangle$ is $-1/\sqrt2$. On $|\!\downarrow\downarrow\rangle$, $S_-$ gives zero and $S_+$ gives $|\!\uparrow\downarrow\rangle$, with overlap $+1/\sqrt2$. Therefore

$$\langle0,0|\mathbf S|1,1\rangle=-\frac{(1,i,0)}{2\sqrt2},\qquad
\langle0,0|\mathbf S|1,-1\rangle=\frac{(1,-i,0)}{2\sqrt2}.$$

The $z$ components vanish because $S_z$ leaves both arrows parallel. Each of the three vectors has squared length $\tfrac14$, and they are orthogonal in the complex scalar product. A normalized superposition $\sum_Mc_M|1,M\rangle$ thus also gives squared length $\tfrac14\sum_M|c_M|^2=\tfrac14$.

With $\mathbf m=\langle0,0|\boldsymbol\mu_e|F{=}1\rangle=-g\mu_B\langle0,0|\mathbf S|F{=}1\rangle$, every pure state of the upper level has

$$|\mathbf m|=\frac{g\mu_B}{2}=\frac{(2.002319)(9.27401\times10^{-24})}{2}=9.285\times10^{-24}\ \text{J/T}.$$

The three upper states consequently decay at the same rate, and no average over $M$ is needed.

### (c) The emission rate

**The field of one photon.** Enclose the atom in a large periodic box of volume $V$. A field mode has a wave vector $\mathbf k$, frequency $\omega_k=ck$, and a real unit vector $\mathbf b$ perpendicular to $\mathbf k$ that gives the direction of the magnetic field. Its field operator is

$$\mathbf B(\mathbf r)=B_k\,\mathbf b\left(i\,\hat a\,e^{i\mathbf k\cdot\mathbf r}-i\,\hat a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),$$

where $\hat a^\dagger$ creates a photon. In a state with $n$ photons, the mean of $\mathbf B^2$ is $B_k^2\langle \hat a\hat a^\dagger+\hat a^\dagger\hat a\rangle=B_k^2(2n+1)$. One added photon raises it by $2B_k^2$. Half of the photon's energy is magnetic, so

$$\frac{V}{2\mu_0}\,2B_k^2=\frac{\hbar\omega_k}2\quad\Rightarrow\quad B_k^2=\frac{\mu_0\hbar\omega_k}{2V}.$$

**The golden rule.** The coupling is $-\boldsymbol\mu_e\cdot\mathbf B$ at the position of the atom. The proton's much smaller moment is left out here and is added in Variation 1. Starting with no photon and ending with one, the squared matrix element is $B_k^2|\mathbf m\cdot\mathbf b|^2$. The total rate is

$$A=\frac{2\pi}{\hbar}\sum_{\mathbf k,\mathbf b}B_k^2\,|\mathbf m\cdot\mathbf b|^2\,\delta(W-\hbar\omega_k).$$

For each polarization, the number of modes in $d\omega_k\,d\Omega$ is

$$\frac{V}{(2\pi)^3}k^2dk\,d\Omega=\frac{V\omega_k^2}{8\pi^3c^3}\,d\omega_k\,d\Omega .$$

The delta function sets $\omega_k=\omega$ and contributes $1/\hbar$. The rate per unit solid angle is then

$$\frac{dA}{d\Omega}=\frac{2\pi}{\hbar}\cdot\frac{\mu_0\hbar\omega}{2V}\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot\frac1\hbar\sum_{\mathbf b}|\mathbf m\cdot\mathbf b|^2
=\frac{\mu_0\omega^3}{8\pi^2\hbar c^3}\sum_{\mathbf b}|\mathbf m\cdot\mathbf b|^2 .$$

The volume has cancelled, as it must.

**Polarizations and directions.** The two vectors $\mathbf b$ and $\hat{\mathbf k}$ form an orthonormal set, so

$$\sum_{\mathbf b}|\mathbf m\cdot\mathbf b|^2=|\mathbf m|^2-|\hat{\mathbf k}\cdot\mathbf m|^2 .$$

For $M=0$, $\mathbf m$ points along $z$ and this equals $|\mathbf m|^2\sin^2\theta$: nothing is emitted along the axis. For $M=\pm1$ it equals $|\mathbf m|^2(1+\cos^2\theta)/2$. The patterns differ, but the integral over directions is the same, since $|\hat{\mathbf k}\cdot\mathbf m|^2$ averages to $|\mathbf m|^2/3$:

$$\int\left(|\mathbf m|^2-|\hat{\mathbf k}\cdot\mathbf m|^2\right)d\Omega=4\pi\left(1-\tfrac13\right)|\mathbf m|^2=\frac{8\pi}3|\mathbf m|^2 .$$

Multiplying by the prefactor gives

$$A=\frac{\mu_0\omega^3}{8\pi^2\hbar c^3}\cdot\frac{8\pi}{3}|\mathbf m|^2=\frac{\mu_0\,\omega^3|\mathbf m|^2}{3\pi\hbar c^3}.$$

The golden rule requires the decay to be slow compared with the oscillation, $A\ll\omega$, which the number below satisfies by a huge margin. The program tests this law in two ways: by following an emitter coupled to explicit photon modes in a box, and by computing the power radiated by a classical magnetic dipole of complex amplitude $2\mathbf m$, which should equal $\hbar\omega A$.

**Numbers.** Substitution gives

$$A=\frac{(1.256637\times10^{-6})(8.925\times10^{9})^3(9.285\times10^{-24})^2}{3\pi(1.054572\times10^{-34})(2.997925\times10^{8})^3}\ \text{s}^{-1}=2.88\times10^{-15}\ \text{s}^{-1}.$$

The probability that the atom is still in the upper level after a time $t$ is $e^{-At}$. The mean lifetime is

$$\tau=\frac1A=3.48\times10^{14}\ \text{s}=1.10\times10^{7}\ \text{years},$$

about eleven million years. These values count the electron's moment only. The proton's moment (Variation 1) shortens $\tau$ by 0.30 percent, which lowers the third digit of the value in seconds by one. The half-life is shorter by the factor $\ln2$.

**When this lifetime applies.** It belongs to an isolated atom in the dark. Collisions can change $F$ much sooner. Radiation already present also matters: if a mode holds $n$ photons, creating one more has the matrix element $\langle n+1|\hat a^\dagger|n\rangle=\sqrt{n+1}$, and the emission rate into that mode is multiplied by $n+1$. In thermal radiation, $n=1/(e^{W/k_BT}-1)$, and this enhancement is negligible only if $k_BT\ll W$. Since $W/k_B=0.068$ K, the condition is rarely met: in the 2.7 K cosmic background alone $n+1\approx40$, and the mean stay in the upper level falls to about $2.7\times10^{5}$ years. At higher temperatures, stimulated emission shortens the stay in the upper level, while absorption returns atoms to it. The coefficient $A$ itself does not change.

## Variation 1: include the proton's moment

*By how much does the rate change if the photon couples to both magnetic moments?*

The operator $\mathbf F=\mathbf S+\mathbf I$ cannot change the value of $F$, so $\langle0,0|\mathbf S+\mathbf I|1,M\rangle=0$ and

$$\langle0,0|\mathbf I|1,M\rangle=-\langle0,0|\mathbf S|1,M\rangle .$$

The transition moment becomes

$$\mathbf m_{\rm tot}=-g\mu_B\langle\mathbf S\rangle+g_p\mu_N\langle\mathbf I\rangle=-(g\mu_B+g_p\mu_N)\langle\mathbf S\rangle ,$$

where the brackets stand for the matrix elements above. The contributions add: the opposite signs of the two moments are compensated by the opposite signs of the two spin matrix elements. Relative to the electron alone, the moment grows by

$$\frac{g_p\mu_N}{g\mu_B}=0.00152 .$$

The rate contains the square, $(1.00152)^2=1.0030$, and rises by 0.30 percent. With a fourth digit kept to show the change, it goes from $2.876\times10^{-15}$ to $2.885\times10^{-15}$ s$^{-1}$. That digit belongs to the model: the measured frequency lowers both rates by about 0.02 percent, and the second becomes $2.884\times10^{-15}$ s$^{-1}$. The proton's moment is thus a small correction to the emission, although it is indispensable for the splitting: $W$ is proportional to $g_p\mu_N$.

## Variation 2: compare with an electric dipole line

*The 2p level of hydrogen decays to 1s by electric dipole emission. How much faster is it, and why? Ignore spin and fine structure.*

The coupling is now $-\mathbf d\cdot\mathbf E$, with $\mathbf d$ the matrix element of $-e\mathbf r$. The electric half of the photon's energy fixes the amplitude $E_k^2=\hbar\omega_k/(2\varepsilon_0V)$. Because $1/\varepsilon_0=\mu_0c^2$, this is $c^2B_k^2$. The sums over polarizations and directions are unchanged, so $|\mathbf m|$ is replaced by $c|\mathbf d|$:

$$A_{2p}=\frac{\mu_0\,\omega_{2p}^3\,c^2|\mathbf d|^2}{3\pi\hbar c^3}.$$

Take the 2p state with zero angular momentum along $z$, $\psi_{2p}=r\cos\theta\,e^{-r/2a}/\sqrt{32\pi a^5}$. The other 2p states have the same rate by rotational symmetry. Only $z=r\cos\theta$ has a nonzero matrix element:

$$\langle1s|z|2p\rangle=\frac{1}{\pi\sqrt{32}\,a^4}\int\cos^2\theta\,d\Omega\int_0^\infty r^4e^{-3r/2a}dr
=\frac{1}{\pi\sqrt{32}\,a^4}\cdot\frac{4\pi}3\cdot4!\left(\frac{2a}{3}\right)^5=0.745\,a .$$

The energies scale as $-1/n^2$, so the photon takes three quarters of the 1s binding energy $\hbar^2/(2m_ra^2)$, the constant term that remains in the radial equation of part (a), and $\omega_{2p}=1.55\times10^{16}$ rad/s. The result is $A_{2p}=6.265\times10^{8}$ s$^{-1}$, larger than the hyperfine rate by $2.18\times10^{23}$. This ratio is a product of two factors:

$$\left(\frac{\omega_{2p}}{\omega}\right)^3=5.23\times10^{18},\qquad
\left(\frac{c|\mathbf d|}{|\mathbf m|}\right)^2=4.16\times10^{4}.$$

The weakness of the magnetic coupling accounts for the second factor. The far larger first factor comes from the low frequency of the hyperfine photon. An electric dipole transition with the same $|\mathbf d|$ at the hyperfine frequency would still have a mean lifetime of

$$\frac{1.10\times10^{7}\ \text{years}}{4.16\times10^{4}}\approx 260\ \text{years}.$$

## Computed results

```
vacuum permeability mu0: 1.256637e-06 N/A^2
reduced Planck constant: 1.054572e-34 J s
speed of light: 2.997925e+08 m/s
Bohr magneton: 9.274010e-24 J/T
nuclear magneton: 5.050784e-27 J/T
electron g factor (magnitude): 2.002319
proton g factor: 5.585695
Bohr radius: 5.291772e-11 m
electron/proton mass ratio: 5.446170e-04
1s length a with reduced mass: 5.294654e-11 m
1s density at the proton: 2.14456e+30 m^-3
hyperfine splitting: 9.41224e-25 J
frequency: 1420.5 MHz
angular frequency: 8.92517e+09 rad/s
wavelength: 21.10 cm
transition moment, electron only: 9.28476e-24 J/T
rate A, electron only: 2.876e-15 s^-1
mean lifetime, electron only: 3.477e+14 s
mean lifetime, electron only: 1.102e+07 years
proton/electron moment ratio: 0.00152
rate A with proton moment: 2.885e-15 s^-1
rate increase from proton: 0.30 percent
2p-1s dipole integral of z: 0.7449 (in units of a)
2p-1s angular frequency: 1.5495e+16 rad/s
2p-1s rate: 6.265e+08 s^-1
ratio of rates, 2p-1s to hyperfine: 2.18e+23
  factor from frequency cubed: 5.23e+18
  factor from moment squared: 4.16e+04
test, box decay rate / formula: 1.0021
test, classical power / formula: 0.99997
test, contact field / formula: 1.00000
```
